# How Coordinate Weights Affect Saddles and Steepest-Descent Paths, part 2

A nitrogen atom hops between interstitial sites in iron, and the periodic cell around it changes its strain. The displacement is a length and the strain a pure number, so a steepest-descent search needs a rule for weighing one against the other. The question is which results depend on that rule. Energies are in eV and lengths in nm; $k_B$ and $\hbar$ have their usual meanings.

Let coordinates $x$ and $q$ describe the same configurations, with energy $E(x)=\tilde E(q)$ and an invertible matrix $J_{ki}=\partial x_k/\partial q_i$. In the model below, $x$ stands for the pair $(u,\eta)$ of atomic position and strain. Subscripts on an energy denote partial derivatives. The gradient in $x$ is $g$, and the Hessians in $x$ and $q$ are $H$ and $\tilde H$. Then

$$
\nabla_q\tilde E=J^{T}g, \tag{2}
$$

and at critical points

$$
\tilde H=J^{T}HJ. \tag{4}
$$

Critical points keep their energy and their index, the number of negative eigenvalues of the Hessian. The lowest pass between two minima, taken over all continuous paths $\gamma$ joining them, is also unchanged:

$$
E_{\rm pass}=\inf_{\gamma}\,\max_t E(\gamma(t)). \tag{6}
$$

Steepest descent in $q$, drawn in $x$, obeys

$$
\frac{dx}{dt}=J\frac{dq}{dt}=-JJ^{T}g=-Mg,\qquad M=JJ^{T}, \tag{8}
$$

where $t$ labels points on the curve and is not physical time. Near a critical point, deviations $e^{\mu t}Jz$ with a fixed vector $z$ satisfy

$$
\tilde Hz=-\mu z. \tag{12}
$$

At a saddle of index one without zero eigenvalues, exactly one rate $\mu$ is positive.

In an example with a dimensionless energy $F(x,y)$, unequal weights on rotated axes gave

$$
\frac{dx}{dt}=-(F_x+cF_y),\qquad \frac{dy}{dt}=-(cF_x+F_y), \tag{14}
$$

where the constant $c$ is half the difference of the weights. Changing the sign of $c$ made the descent paths from the same saddle end at different minima.

**The model.** Nitrogen sits in an octahedral site, whose two nearest iron atoms lie on one cubic axis, the axis of the site. It pushes them apart and so stretches the crystal along that axis. A neighbouring site lies half a lattice parameter away. We take a hop along $y$ from a site with axis $z$ to a site with axis $x$. Let $u$ be the position of the nitrogen atom along the hop, running from $-h/2$ to $h/2$ with $h=a/2$, where $a$ is the lattice parameter. The other atoms are taken to be relaxed at each $u$. The cell strain is restricted to

$$
\varepsilon_{xx}=\frac{\eta}{2},\qquad \varepsilon_{yy}=0,\qquad \varepsilon_{zz}=-\frac{\eta}{2}. \tag{15}
$$

For a cubic crystal with elastic constants $C_{11}$ and $C_{12}$ and cell volume $\Omega$, the elastic energy of this strain is

$$
\frac{\Omega}{2}\left[C_{11}(\varepsilon_{xx}^2+\varepsilon_{zz}^2)+2C_{12}\varepsilon_{xx}\varepsilon_{zz}\right]
=\frac{\Omega}{2}\,\frac{C_{11}-C_{12}}{2}\,\eta^2=\frac{K\eta^2}{2},
\qquad K=\frac{\Omega(C_{11}-C_{12})}{2}. \tag{16}
$$

The interstitial adds an energy linear in the strain, $-\sum_i P_i\varepsilon_{ii}$, where $P_i$ are the diagonal elements of its elastic dipole. Let the element along the site axis exceed the other two by $A$, and put $B=A/2$. For the site with axis $z$ the linear energy is then $+B\eta$, which favours $\eta<0$, a cell stretched along $z$. For the site with axis $x$ it is $-B\eta$. A sine joins the two values smoothly, and a squared cosine describes the barrier at $\eta=0$:

$$
E(u,\eta)=E_0\cos^2\frac{\pi u}{h}-B\eta\sin\frac{\pi u}{h}+\frac{K\eta^2}{2}. \tag{17}
$$

These two functions of $u$ are modelling choices. Relaxing the other atoms at each $u$ is a further one: a descent in all atomic coordinates would count their displacements in the length as well, and its path could differ from those found below.

**Saddle and barrier.** Write $s=\sin(\pi u/h)$ and $c=\cos(\pi u/h)$; this $c$ is not the constant in (14). The first derivatives are

$$
E_u=-\frac{\pi}{h}\,c\,(2E_0s+B\eta),\qquad E_\eta=K\eta-Bs. \tag{18}
$$

The second vanishes for $\eta=Bs/K$. Inserted in the first, this leaves $cs(2E_0+B^2/K)=0$. The case $s=0$ gives the point $u=\eta=0$ with energy $E_0$. The case $c=0$ gives $u=\pm h/2$ and $\eta=\pm\eta_0$, with $\eta_0=B/K$ and energy $-B\eta_0+K\eta_0^2/2=-B^2/(2K)$.

Differentiating (18) again gives

$$
E_{uu}=-\frac{\pi^2}{h^2}\left[2E_0(c^2-s^2)-B\eta s\right],\qquad E_{u\eta}=-\frac{\pi}{h}Bc,\qquad E_{\eta\eta}=K. \tag{19}
$$

At the origin, with $k=2E_0\pi^2/h^2$ and $b=B\pi/h$, the Hessian is

$$
H=\begin{pmatrix}-k&-b\\-b&K\end{pmatrix},\qquad \det H=-(kK+b^2)<0, \tag{20}
$$

so its two eigenvalues have opposite signs and the index is one. At the other two points the Hessian is diagonal with the positive entries $K$ and

$$
k_u=\frac{\pi^2}{h^2}\left(2E_0+\frac{B^2}{K}\right), \tag{21}
$$

so they are minima. The barrier is

$$
\Delta E=E_0+\frac{B^2}{2K}. \tag{22}
$$

This is also the lowest pass. Every path between the minima crosses $u=0$, where $E=E_0+K\eta^2/2\ge E_0$. On the path $\eta=Bs/K$ the energy is $E_0(1-s^2)-B^2s^2/(2K)$, which does not exceed $E_0$.

**Numbers.** The cell holds 54 iron atoms and one nitrogen atom, and its volume is taken as $27a^3$. Rough typical values are $a=0.287$ nm, $C_{11}=240$ GPa, $C_{12}=140$ GPa, $E_0=0.75$ eV and $A=6$ eV. Then $h=0.1435$ nm, $\Omega=0.638$ nm³ and $B=3$ eV. The stiffness is $K=\Omega\times50$ GPa $=199$ eV. The strain at the minima is $\eta_0=3/199=1.51\%$, and the elastic energy gained there is $9/(2\times199)$ eV $=22.6$ meV. The barrier is

$$
\Delta E=0.750\ \text{eV}+0.0226\ \text{eV}\approx0.773\ \text{eV}.
$$

The curvatures are $k=719$ eV/nm² and $k_u=741$ eV/nm², and the coupling is $b=65.7$ eV/nm.

Holding the cell fixed at $\eta=0$ would give the barrier $E_0$ instead. That does not contradict the invariance, because freezing a coordinate removes configurations. It is a constraint and not a change of coordinates.

**Weighting the strain.** Choose a length $L$ and use the coordinates $q=(u,L\eta)$, so that

$$
|dq|^2=du^2+L^2d\eta^2,\qquad J=\begin{pmatrix}1&0\\0&1/L\end{pmatrix},\qquad M=\begin{pmatrix}1&0\\0&1/L^2\end{pmatrix}. \tag{23}
$$

Two choices will be compared, with everything else held fixed. The first is the mean atomic spacing $d=(\Omega/N)^{1/3}=0.226$ nm, with $N=55$ atoms. A strain $\eta$ changes a length $d$ by an amount of order $d\eta$. If each of the $N$ atoms is credited with a displacement $d\eta$, the root of the summed squares is $d\sqrt N\,\eta$, which suggests the second choice, $L=d\sqrt N=1.68$ nm. Both are defensible, and the energy prefers neither.

By (4) the weighted Hessian at the saddle is

$$
\tilde H=\begin{pmatrix}-k&-b/L\\-b/L&K/L^2\end{pmatrix}. \tag{24}
$$

Its eigenvalues are $-737$ and $3904$ eV/nm² for $L=d$, and $-721$ and $72.6$ eV/nm² for $L=d\sqrt N$. The positive eigenvalue changes by a factor of about 54, close to the ratio $N=55$ of the two values of $K/L^2$. The signs, and hence the index, do not change.

The weight also enters a convergence criterion. By (2) the squared gradient in $q$ is $E_u^2+E_\eta^2/L^2$, so a fixed threshold on it tolerates a larger residual $E_\eta$, that is a larger stress, when $L$ is larger.

**The descent paths.** With (18) and (23), the law $dx/dt=-Mg$ becomes

$$
\frac{du}{dt}=\frac{\pi}{h}\,c\,(2E_0s+B\eta),\qquad
\frac{d\eta}{dt}=\frac{Bs-K\eta}{L^2}. \tag{25}
$$

The weight appears in the second equation alone. It sets how readily the strain follows the atom. For small $L$ the strain relaxes quickly towards $\eta=Bs/K$, the value that minimizes the energy at fixed $u$, and the path follows this valley. For large $L$ the strain hardly changes while the atom moves. The atom then comes close to its new site in a nearly undistorted cell, and the cell relaxes afterwards.

The departure from the saddle can be found in closed form. For small $u$ and $\eta$, $c\to1$ and $s\to\pi u/h$, so (25) reduces to

$$
\frac{du}{dt}=ku+b\eta,\qquad \frac{d\eta}{dt}=\frac{bu-K\eta}{L^2}.
$$

Put $\eta=mu$ with constant $m$. The first equation gives the growth rate $\mu=k+bm$. The second gives $m\mu=(b-Km)/L^2$. Eliminating $\mu$,

$$
bm^2+\left(k+\frac{K}{L^2}\right)m-\frac{b}{L^2}=0. \tag{26}
$$

The product of the roots is $-1/L^2$, so one is positive and one negative. The positive root has $\mu>k>0$ and is the departing direction, since by (12) there is only one growing direction. With $S=k+K/L^2$, the quadratic formula, after multiplying numerator and denominator by $S+\sqrt{S^2+4b^2/L^2}$, gives

$$
m=\frac{2b/L^2}{S+\sqrt{S^2+4b^2/L^2}}. \tag{27}
$$

For $L\to0$ this tends to $b/K=0.33$ nm⁻¹, the slope of the valley at the saddle. For large $L$ it falls as $b/(kL^2)$. The two weights give $m=0.277$ nm⁻¹ for $L=d$ and $0.0294$ nm⁻¹ for $L=d\sqrt N$. The saddle is the same, but the initial directions, drawn in $u$ and $\eta$, differ in slope by a factor of about nine.

The rest of each path was obtained by integrating the descent equations with a Runge–Kutta method, starting at $u=10^{-6}h$ and $\eta=0$. The strains reached, in percent, are:

| Position | valley | $L=d$ | $L=d\sqrt N$ |
|---|---|---|---|
| $u=0.25h$ | 1.065 | 0.959 | 0.118 |
| $u=0.45h$ | 1.488 | 1.477 | 0.323 |

The valley column is $\eta_0\sin(\pi u/h)$. With the smaller weight the strain stays near the valley. With the larger one it has reached about a fifth of its final value when the atom has covered nine tenths of the way from the saddle to its new site.

The energies along the way differ too. Completing the square in (17) gives

$$
E=E_0c^2-\frac{B^2s^2}{2K}+\frac K2\left(\eta-\frac{Bs}{K}\right)^2. \tag{28}
$$

At $u=0.25h$ the last term is about 0.1 meV for $L=d$ and 9 meV for $L=d\sqrt N$. The energies there are 0.3638 eV and 0.3726 eV. Two energy profiles of the same hop thus agree at the minima and at the saddle while differing in between.

**The final approach.** Near the minimum at $u=h/2$ the Hessian is diagonal, and to first order the deviations $\delta u=h/2-u$ and $D=\eta_0-\eta$ decay at the rates $k_u$ and $K/L^2$. The rates are equal when

$$
L_c=\sqrt{K/k_u}=0.519\ \text{nm}. \tag{29}
$$

To decide which deviation survives longest, use the second equation of (25), which without approximation reads

$$
\frac{dD}{dt}=-\frac{K}{L^2}D+\frac{K\eta_0}{L^2}(1-s). \tag{30}
$$

The last term is never negative, so $D$ stays positive and decays no faster than $e^{-Kt/L^2}$. If $L>L_c$, this is slower than the decay of $\delta u$, and the path enters the minimum along the strain direction. If $L<L_c$, the source term matters. Near the minimum $1-s\approx(\pi\,\delta u/h)^2/2$, which decays at the rate $2k_u$. Both contributions to $D$ then die out faster than $\delta u$, and the path enters along the displacement direction. The weights $d$ and $d\sqrt N$ lie on opposite sides of $L_c$, so they give perpendicular final directions in the plane of $u$ and $L\eta$.

**Comparison with real nitriding.** The barrier of nitrogen in iron is roughly 0.8 eV, and $E_0$ was chosen in that range, so the closeness of 0.773 eV is not a prediction. The cell contains about 1.8 atomic percent nitrogen, well above the few tenths of a percent that body-centred cubic iron can dissolve. This enlarges the strain effects: since $K$ is proportional to $\Omega$, both $\eta_0$ and the elastic term in (22) fall as $1/\Omega$ when $E_0$ and $B$ are held fixed.

Nitriding takes place at roughly 800 K, where $k_BT=68.9$ meV. Iron is elastically softer there than the constants above imply. If $K$ were halved with $E_0$ and $B$ unchanged, the elastic term would double and the barrier would rise by 22.6 meV, about 3% of its value. The halving is only an illustration: a softening by 30% gives a rise of 9.7 meV, and if $\eta_0$ were held fixed instead of $B$, halving $K$ would lower the barrier by 11.3 meV. These shifts are of the same order as those from omitted strains estimated next.

**Omitted strains.** The dipole at the site with axis $x$, without its trace, is

$$
\frac A3(2,-1,-1)=\frac A2(1,0,-1)+\frac A6(1,-2,1). \tag{31}
$$

The first part is the one in the model. The second is common to both end sites and was left out. For a traceless diagonal dipole the energy $\Omega(C_{11}-C_{12})\sum_i\varepsilon_{ii}^2/2-\sum_iP_i\varepsilon_{ii}$ is lowest at $\varepsilon_{ii}=P_i/(2K)$, where it equals $-\sum_iP_i^2/(4K)$. The omitted part has $\sum_iP_i^2=A^2/6$, so its relaxation energy is $A^2/(24K)=7.5$ meV. If it is the same at the saddle, it cancels from the barrier. If it vanishes there, the barrier rises by 7.5 meV. If it is larger there, the barrier falls. The saddle is a tetrahedral site, and equal radial forces on its four iron neighbours give a dipole proportional to $(2,1,2)$. With a trace of 20 eV its traceless part is $\tfrac43(1,-2,1)$ eV, against $(1,-2,1)$ eV at the minima, and the barrier would fall by 5.9 meV.

A uniform expansion acts similarly. For a dipole of trace $T$ the same minimization gives a relaxation energy $T^2/[6\Omega(C_{11}+2C_{12})]$. With a rough $T=20$ eV at the minima, a trace 10% larger at the saddle would lower the barrier by 6.8 meV.

**Quantum and thermal motion.** Let the mass that moves with $u$ be that of the nitrogen atom alone, $m_{\rm N}=14$ atomic mass units, which neglects the inertia of the iron atoms that relax around it. The inverted parabola at the saddle has $\omega_s=\sqrt{k/m_{\rm N}}$. Tunnelling takes over from thermal crossing near $\hbar\omega_s/(2\pi k_B)=86$ K, far below 800 K. With $\omega_w=\sqrt{k_u/m_{\rm N}}$ at the minimum and $X=\hbar\omega/(k_BT)$, the harmonic quantum correction to the classical rate is the factor

$$
\frac{X_s/2}{\sin(X_s/2)}\,\frac{\sinh(X_w/2)}{X_w/2}=1.04 .
$$

It covers motion along the hop and leaves out the transverse vibrations.

Thermal motion of the cell matters more for the meaning of the path. In the harmonic model the root-mean-square fluctuation of $\eta$ at fixed $u$ is $\sqrt{k_BT/K}=1.86\%$ at 800 K, for a cell that is free to strain. This is smaller than the full change $2\eta_0=3.01\%$ across the hop, but larger than $\eta_0=1.51\%$ and than the difference in strain between the two descent paths at equal $u$, which is at most about 1.2%. In this cell, then, thermal configurations are not confined to a narrow tube around either descent path. The paths are geometric constructions that lead from the saddle to the minima. When such a path is reported, the weight $L$ belongs with it; the index of a given saddle and the barrier between given end points can be reported without one. Which minimum a descent path reaches can depend on the weights, so the end points have to be named.

Numerical values quoted here were computed with a short program.
